Fractional-order rods from one flat layer and from two reconstructed layers

**Question**

I am stuck on an exercise about surface X-ray diffraction. I have to compare the intensity along fractional-order rods for two surfaces: one with a single flat reconstructed layer, the other with two reconstructed layers displaced from each other. I am asked to show that "only the latter" gives oscillations in the out-of-plane momentum transfer q_z.

The examples are ideal missing-row surfaces of an fcc (110) crystal with gold-like parameters. In the (1×2) surface every second top row is missing. In the (1×3) surface two of every three top rows are missing, and also one of every three rows in the second layer.

Both crystals have many layers underneath. Why don't those layers interfere with the top one in either case? How do I separate a real oscillation from the fall-off due to the form factor and thermal motion? And is "only" true without conditions?

**Answer**

It is true under conditions, which appear once the amplitude is sorted by layers.

**Setting up**

I assume single (kinematical) scattering, one element, and intensity integrated across the rod. Separate domains add as intensities. A rod is labelled (h, K) in units of the unreconstructed surface cell, with h an integer along the rows and K across them. For a p-fold reconstruction pK is an integer, and on a fractional rod K is not. The amplitude per supercell is

F = f(q) Σⱼ Sⱼ exp(−Wⱼ) exp(i q_z zⱼ).

Here zⱼ is the height of layer j, f is the atomic form factor, and Sⱼ is the sum of in-plane phases exp[2πi(hx + Ky)] over the atoms of that layer in one supercell.

The factor exp(−Wⱼ) is the thermal average of exp(iqv), where v is the displacement along q. For a Gaussian v with rms value u, completing the square gives

−v²/(2u²) + iqv = −(v − iqu²)²/(2u²) − q²u²/2.

The first term integrates to the normalization, so ⟨exp(iqv)⟩ = exp(−q²u²/2). Hence

Wⱼ = q²uⱼ²/2, q² = q_par² + q_z².

I take uⱼ to be the same in all directions.

**Why the deeper layers drop out**

A complete, undistorted layer has p equally spaced rows per supercell. Up to a common phase, its in-plane sum is a geometric series:

Σₙ exp(2πiKn) = [exp(2πiKp) − 1]/[exp(2πiK) − 1], n = 0 … p−1.

The numerator is zero because Kp is an integer. The denominator is not zero because K is not an integer. Each complete layer therefore cancels within itself, whatever its height, provided all its rows have the same thermal factor. Only layers with the larger period remain.

**One flat layer**

In the (1×2) surface one top row per supercell survives, so |S₁| = 1 and all other Sⱼ vanish:

F = f S₁ exp(−W₁) exp(i q_z z₁).

The height appears only in an overall phase, which the squared modulus removes:

I₁ = f² exp(−2W₁), R₁ ≡ I₁/[f² exp(−2W₁)] = 1.

Dividing by the smooth factors leaves a constant, which answers your question about separating the two. If the flat layer held several elements, the height phase would still be common to all of them. R would then not be strictly constant, but q_z would enter only through form and thermal factors. For neutrons, f is replaced by a nuclear scattering length that does not depend on q.

**Two layers**

With heights differing by d, and φ = arg S₁ − arg S₂,

I₂ = f² [ |S₁|² exp(−2W₁) + |S₂|² exp(−2W₂) + 2|S₁||S₂| exp(−W₁−W₂) cos(q_z d + φ) ].

The last term is the new one, with period 2π/d in q_z.

For the (1×3) surface, put the surviving top row at y = 0, so S₁ = 1. The second layer is shifted by half a cell in both directions. Its rows would lie at y = 1/2, 3/2 and 5/2, and the middle one is missing. The complete layer sums to zero, so what remains is minus the missing row. With k = 3K,

S₂ = −exp(iπh) exp(2πiK·3/2) = −exp[iπ(h + k)] = (−1)^(h+k+1) ≡ s.

Both layers thus have in-plane sums of modulus one. Dividing I₂ by f² exp(−W₁−W₂) turns the first two terms into exp[−(W₁−W₂)] + exp[+(W₁−W₂)], which is 2cosh(W₁−W₂). Therefore

R₂ = 2[cosh(W₁−W₂) + s cos(q_z d)].

For s = +1 the minima lie near odd multiples of π/d, and for s = −1 near even multiples. If d is varied at fixed q_z, the contrast (max − min)/(max + min) is 1/cosh(W₁−W₂). Unequal thermal motion fills in the zeros. It also moves the minima slightly, because W₁−W₂ grows with q_z, but the period of the cosine itself stays 2π/d.

**Numbers**

Take a lattice constant of 0.408 nm. The bulk layer spacing is 0.1442 nm, and a 10% contraction of the first spacing gives d = 0.1298 nm. The rms displacements are 0.012 nm in the first layer, 0.010 nm in the second and 0.009 nm below. For f I use the Thomas–Fermi atom, which has no shell structure, relativity or dispersion corrections; f cancels from R.

The fringe period is 2π/d = 48.4 nm⁻¹, so a scan must cover a good part of that range to show a fringe. I use q_z from 1 to 80 nm⁻¹.

The rods are (1, 3/2) for the (1×2) surface, and (1, 4/3) with s = +1 and (1, 5/3) with s = −1 for the (1×3) surface. Summing over explicit atoms, six layers deep, gives:

q_z (nm⁻¹) | R (1,3/2) | R (1,4/3) | R (1,5/3)
12.1 | 1.000 | 2.001 | 2.001
24.2 | 1.000 | 0.001 | 4.001
36.3 | 1.000 | 2.002 | 2.003
48.4 | 1.000 | 4.005 | 0.006
60.5 | 1.000 | 2.010 | 2.011
72.6 | 1.000 | 0.018 | 4.020

As a check on the one-layer intensity at 24.2 nm⁻¹, q_par = 31.75 nm⁻¹ gives q² = 1594 nm⁻². Then 2W₁ = 1594 × 0.012² = 0.2295, and with f = 55.70

I₁ = 55.70² × exp(−0.2295) ≈ 2466 electrons² per supercell.

The digits check the arithmetic only, since the Thomas–Fermi f is itself less accurate. The raw one-layer intensity has no minimum anywhere in the range. The raw intensity on (1, 4/3) has minima at 24.20 and 72.59 nm⁻¹, which return the spacing:

d = 2π/(72.59 − 24.20) = 0.1298 nm.

The small residue at the second minimum is thermal. On this rod q_par = 29.93 nm⁻¹, so

W₁ − W₂ = ½(29.93² + 72.60²)(0.012² − 0.010²) = 0.1357.

Thus R = 2(cosh 0.1357 − 1) ≈ 0.018, and the contrast is 0.991.

**What "only" requires**

First, the displacement must have a vertical component. With d = 0 the cosine no longer varies with q_z, however the layers are shifted sideways. Setting d = 0 in the (1×3) model, with equal rms displacements of 0.010 nm, gives R = 4 along the whole (1, 4/3) rod.

Second, both layers must contribute to the chosen rod. Consider a fourfold surface with one top row per supercell and second-layer rows at y = 1/2 and 5/2. On (1, 5/4) the latter differ in phase by 2π × (5/4) × 2 = 5π and cancel, so R = 1. On (1, 3/2) the difference is 6π, they add, and fringes appear. This arrangement is a formal example, since it supports the top row on one side only. With rows at y = 1/2 and 7/2, which support it on both sides, the roles of the rods are exchanged: the difference is 9π on (1, 3/2), where R = 1, and 7.5π on (1, 5/4), where fringes appear. One flat rod therefore does not prove that there is one reconstructed layer.

Third, the layers must be in lateral registry. If φ varied from one coherent region to the next with its values spread evenly over the full circle, the cosine would average to zero; in general the fringe is scaled by the modulus of the mean of exp(iφ), which is below one for any spread and is zero also for some uneven ones, such as weights 0.4, 0.3 and 0.3 at φ = 0 and ±132°.

Fourth, the single layer must be flat and the layers below it undistorted. Suppose alternate rows in the third layer of the (1×2) surface move vertically by −w and +w, with −w for the rows directly below the surviving top rows. On (1, 3/2) their phases have opposite signs, so the layer no longer cancels:

S₃ → exp(−iq_z w) − exp(iq_z w) = −2i sin(q_z w).

Let D be the height of the top layer above the third, and r = exp(W₁−W₃). Relative to the top layer, the amplitude is 1 − 2ir sin(q_z w) exp(−iq_z D). Its real part is 1 − 2r sin(q_z w) sin(q_z D), so

R = 1 − 4r sin(q_z w) sin(q_z D) + 4r² sin²(q_z w).

This is interference between two heights again, now from a distortion instead of missing rows. It vanishes as q_z → 0, where the (1×2) rod returns to R = 1. The ideal (1×3) rods instead tend to R ≈ 4 for s = +1 and R ≈ 0 for s = −1.

**How far this is from real gold**

Gold (110) does form a missing-row (1×2) surface, and the values above are only rough ones for it: the measured contraction of the first spacing is nearer 20% than 10%. Real missing-row surfaces also distort the layers below, and of the assumptions sized here this one fails most seriously. For an assumed w = 0.01 nm, R on the (1×2) rod runs from 0.75 to 1.87 for q_z up to 24.2 nm⁻¹, and from 0.01 to 5.7 over the full range; with a 20% contraction these ranges become 0.74 to 1.93 and 0.03 to 6.1. The constant R = 1 is therefore an ideal reference, not a prediction for real gold. Similar buckling under the (1×3) surface, with −w for the third-layer row below the top row and +w/2 for the other two, moves the first minimum on (1, 4/3) from 24.2 to 25.6 nm⁻¹ and adds one at 53.1 nm⁻¹ (the opposite sign moves the first minimum down instead, to about 22 nm⁻¹). Reading d from those two neighbours would give 2π/27.5 ≈ 0.23 nm instead of 0.13 nm, so a real rod needs a fit that includes the deeper layers.

Sideways pairing of second-layer rows by ±0.005 nm makes R on the (1×2) rod vary between 0.54 and 1.56 if the rows move toward the surviving top row, and between 0.57 and 1.60 if they move toward the missing row. That layer has then become a second reconstructed layer.

Unequal thermal motion within a layer also spoils the cancellation. In the third layer of the (1×2) surface, rows below a missing row can vibrate more than rows below a surviving one. With assumed rms displacements of 0.010 and 0.009 nm, R varies between 0.84 and 1.13 over the full range.

The other effects I sized are smaller or smooth:

- Refraction, for incidence at the critical angle, shifts q_z by 0.41 nm⁻¹ at the first minimum, or 1.7%.
- In specular reflection at q_z = 24.2 nm⁻¹, where the rows of a full layer add instead of cancelling, one layer reflects about 8 × 10⁻⁴ of the incident amplitude. This supports single scattering within the surface layers at such angles, but it does not exclude multiple scattering through a strong bulk reflection. At the critical angle of incidence one layer reflects about 0.03 and the crystal as a whole reflects totally, so the incident field at the surface differs from that of the free beam; at fixed incidence angle this changes the intensity by a factor that is constant along the rod.
- Heating from 300 to 600 K, with u² taken as proportional to temperature, lowers exp(−W₁−W₂) at 72.6 nm⁻¹ on (1, 4/3) from 0.47 to 0.22. The contrast falls only from 0.991 to 0.964.

There is also a limit on the accessible range. Elastic scattering requires |k_in + q| = |k_in|, so q² = −2 k_in·q. At grazing incidence k_in lies nearly in the surface, and the right side cannot exceed 2k q_par. Hence k ≥ q²/(2q_par), and in this geometry reaching q_z = 80 nm⁻¹ on (1, 4/3) takes photons of at least 24 keV. Steeper incidence lowers that limit, at best to k = q/2, or 8.4 keV, when k_in is antiparallel to q. The remaining intensities are in the numerical output.

Values computed for the example and the checks

```
atomic number 79; lattice constant 0.408 nm
surface cell 0.2885 nm x 0.4080 nm
bulk layer spacing 0.1442 nm; contraction 10%
first layer spacing d = 0.1298 nm
rms displacement, layers 1, 2, deeper (nm): 0.012 0.01 0.009
Thomas-Fermi length 0.01092 nm
q_par of rods (1,3/2), (1,4/3), (1,5/3): 31.75, 29.93, 33.66 nm^-1
qz range 1 to 80 nm^-1
least photon energy for end of rod (1,4/3): 24.0 keV
I in electrons^2 per supercell; R = I/(smooth factors)
qz(nm^-1) f(1,3/2) I(1,3/2)  R   I(1,4/3)  R   I(1,5/3)  R
   12.10    59.09   2957.4 1.0000  6364.84 2.0005  5766.23 2.0008
   24.20    55.70   2466.2 1.0000     2.83 0.0011  9765.54 4.0014
   36.30    51.38   1888.9 1.0000  4127.39 2.0024  3827.01 2.0029
   48.40    46.95   1360.6 1.0000  6053.88 4.0051     8.27 0.0058
   60.50    42.77    934.2 1.0000  2140.07 2.0101  2018.33 2.0111
   72.60    39.00    615.8 1.0000    13.36 0.0184  2762.82 4.0199
spread of R, one flat layer: 4.4e-14
pi/d = 24.20 nm^-1; period 2pi/d = 48.40 nm^-1
minima of I, rod (1,3/2), one layer: none
minima of I, rod (1,4/3), nm^-1: 24.20, 72.59
minima of I, rod (1,5/3), nm^-1: 48.39
d from spacing of minima: 0.1298 nm
W1-W2 at qz = 3pi/d, rod (1,4/3): 0.1357
contrast there, from scan of d: 0.9909
two layers at equal height: R = 4.0000, spread 9.5e-14
second layer silent on rod (1,5/4): R = 1.0000, spread 4.8e-14
NEGLECTED EFFECTS
third-layer buckling +-0.01 nm, (1x2) rod (1,3/2):
  R at qz=0: 1.0000; R for qz<=pi/d: 0.748 to 1.869
  R over whole range: 0.011 to 5.694
  minima of I (nm^-1): 7.36, 28.88, 51.55, 74.43
like buckling (-w,+w/2,+w/2), (1x3) rod (1,4/3):
  minima of I (nm^-1): 25.59, 53.12, 73.16
second-layer pairing +-0.005 nm, (1x2): R 0.541 to 1.558
refraction shift of qz at pi/d, critical incidence: 0.409 nm^-1
amplitude scattered by one full layer at pi/d: 8.1e-04
heating 300 to 600 K (u^2 doubled), rod (1,4/3), qz = 3pi/d:
  thermal factor exp(-W1-W2): 0.471 to 0.222
  contrast: 0.9909 to 0.9643
```
